# Uniform Dose on a Spinning Disk: The Inverse-Radius Scan Law: a program that tests the result

```python
"""
Result under test: wafers on a spinning disk get uniform dose from a steady
beam when the radial scan speed is v(R) = k/R, with k = F/(2 pi D).
R: distance from spin axis to beam centre (cm); r: radius of a wafer point (cm)
F: ions per second; D: dose per pass (ions/cm2); slowness: 1/v (s/cm)
x, y: radial and tangential offsets from the beam centre (cm)
sx, sy: Gaussian standard deviations of the beam along x and y (cm)
Doses are computed by integrating the moving beam and compared with formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, solve_ivp
from scipy.spatial.transform import Rotation

# Example inputs: rough conditions of a batch high-current implanter
current = 10e-3            # A, singly charged arsenic
total_dose = 2e15          # ions/cm2
passes = 40
wafer_count = 13
wafer_radius = 10.0        # cm
centre = 48.0              # cm, wafer centre to spin axis
overscan = 4.0             # cm beyond each wafer edge
spin = 1200 / 60           # turns per second
sx, sy = 1.0, 2.0          # cm

rate = current / const.e
dose = total_dose / passes
k = rate / (2 * np.pi * dose)
r_in, r_out = centre - wafer_radius, centre + wafer_radius
R1, R2 = r_in - overscan, r_out + overscan
swept_area = np.pi * (R2**2 - R1**2)
pass_time = dose * swept_area / rate


def beam(x, y, wx=sx, wy=sy, offset=0.0, bow=0.0):
    """Normalised beam profile (1/cm2), optionally off centre and bowed."""
    xc = offset + bow * (y**2 - wy**2)
    g = np.exp(-0.5 * ((x - xc) / wx)**2 - 0.5 * (y / wy)**2)
    return g / (2 * np.pi * wx * wy)


def ring_dose(r, slowness, lo, hi, wx=sx, wy=sy, **shape):
    """Dose averaged around the ring of radius r, for one ion per second."""
    R = np.linspace(lo, hi, 1201)
    half = min(np.pi, 9 * wy / r)
    a = np.linspace(-half, half, 241)
    flux = beam(r * np.cos(a)[None, :] - R[:, None],
                r * np.sin(a)[None, :], wx, wy, **shape)
    return trapezoid(trapezoid(flux, a, axis=1) * slowness(R), R) / (2 * np.pi)


def point_dose(r, phase, turns_per_s):
    """Dose of one wafer point, followed through every turn of one pass."""
    t = np.linspace(0, pass_time, int(600 * turns_per_s * pass_time) + 1)
    R = np.sqrt(R1**2 + 2 * k * t)
    a = phase + 2 * np.pi * turns_per_s * t
    return rate * trapezoid(beam(r * np.cos(a) - R, r * np.sin(a)), t)


def inverse_law(R):
    return R / k


# Narrow beam, arbitrary speed law: D = F/(2 pi r v)
def odd_speed(R):
    return 4 * (1 + 0.3 * np.sin(R / 5))


for r in (40.0, 48.0, 55.0):
    direct = ring_dose(r, lambda R: 1 / odd_speed(R), r - 1, r + 1, 0.1, 0.1)
    assert abs(direct * 2 * np.pi * r * odd_speed(r) - 1) < 3e-4

# Equation of motion dR/dt = k/R carries the beam from R1 to R2 in pass_time
path = solve_ivp(lambda t, R: k / R, (0, pass_time), [R1],
                 rtol=1e-10, atol=1e-10)
assert abs(path.y[0, -1] - R2) < 1e-6

# Wide symmetric beam on a small disk: still uniform
wide_error = max(abs(ring_dose(r, inverse_law, 0.5, 24, 1.0, 1.0)
                     * 2 * np.pi * k - 1) for r in (10.0, 11.0, 13.0))
assert wide_error < 1e-8

# General element formula for a bowed, off-centre beam and two speed laws
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
offset, bow, r = 0.2, 0.1, 10.0
Y, X = np.meshgrid(nodes, nodes, indexing="ij")
W = np.outer(weights, weights)
X = X + offset + bow * (Y**2 - 1)
root = np.sqrt(r**2 - Y**2)
for law in (inverse_law, lambda R: 0.25 + 0 * R):
    formula = np.sum(W * law(root - X) / root) / (2 * np.pi)
    direct = ring_dose(r, law, 0.5, 24, 1.0, 1.0, offset=offset, bow=bow)
    assert abs(direct / formula - 1) < 1e-6
bracket = 1 - np.sum(W * X / root)
direct = ring_dose(r, inverse_law, 0.5, 24, 1.0, 1.0, offset=offset, bow=bow)
assert abs(direct * 2 * np.pi * k - bracket) < 1e-6

# Example: single points followed through all turns
radii = np.linspace(r_in, r_out, 5)
phases = np.linspace(0, 2 * np.pi, 6, endpoint=False)
point_map = np.array([[point_dose(r, p, spin) for p in phases] for r in radii])
worst_point = np.max(abs(point_map / dose - 1))
assert worst_point < 2e-4      # limited by beam tails outside the scan
edge_loss = [1 - rate * ring_dose(r, inverse_law, R1, R2) / dose
             for r in (r_in, r_out)]
assert max(edge_loss) < 2e-4

# Constant speed with the same pass time
v_const = (R2 - R1) / pass_time
const_dose = np.array([rate * ring_dose(r, lambda R: 1 / v_const + 0 * R,
                                        R1, R2) for r in radii])
assert np.allclose(const_dose, rate / (2 * np.pi * radii * v_const), rtol=2e-3)

# Fine speed ripple hidden by the beam width; 5 % covers arc curvature
ripple, period = 0.2, 2.0
kappa = 2 * np.pi / period
rr = centre + np.arange(16) * period / 16
rippled = np.array([rate / dose * ring_dose(
    r, lambda R: R / k * (1 + ripple * np.cos(kappa * R)), 25, 75) for r in rr])
ripple_seen = 2 * abs(np.mean(rippled * np.exp(1j * kappa * rr)))
ripple_formula = ripple * np.exp(-0.5 * (kappa * sx)**2)
assert abs(ripple_seen / ripple_formula - 1) < 0.05

# Slow spin: advance per turn equal to 2 sx; 5 % covers curvature and chirp
slow_spin = k / (centre * 2 * sx)
ph = np.linspace(0, 2 * np.pi, 24, endpoint=False)
slow = np.array([point_dose(centre, p, slow_spin) for p in ph])
slow_seen = 2 * abs(np.mean(slow * np.exp(1j * ph))) / slow.mean()


def spin_ripple(pitch):
    return 2 * np.exp(-2 * (np.pi * sx / pitch)**2)


assert abs(slow_seen / spin_ripple(2 * sx) - 1) < 0.05
pitch_max = k / r_in / spin

# Radial centring error
delta = 0.2
shifted = [rate / dose * ring_dose(r, inverse_law, 20, 80, offset=delta)
           for r in (r_in, r_out)]
assert np.allclose(shifted, [1 - delta / r_in, 1 - delta / r_out],
                   rtol=0, atol=2e-5)

# Current falling by 1 % during an outward pass, speed not corrected
drift = 0.01
drifted = [rate / dose * ring_dose(
    r, lambda R: R / k * (1 - drift * (R**2 - R1**2) / (R2**2 - R1**2)),
    20, 80) for r in (r_in, r_out)]
drift_formula = drift * (r_out**2 - r_in**2) / (R2**2 - R1**2)
assert abs(drifted[0] - drifted[1] - drift_formula) < 1e-5

# Tilted wafer: projected area along the spin axis at several disk angles
tilt = np.radians(5.0)
corners = np.array([[0., 0., 0.], [3., 1., 0.], [1., 4., 0.]])
for angle in (0.0, 0.7, 2.9):
    turn = Rotation.from_rotvec([0, 0, angle]) * Rotation.from_rotvec([0, tilt, 0])
    p = turn.apply(corners)
    normal = np.cross(p[1] - p[0], p[2] - p[0])
    shadow = abs((p[1, 0] - p[0, 0]) * (p[2, 1] - p[0, 1])
                 - (p[1, 1] - p[0, 1]) * (p[2, 0] - p[0, 0]))
    assert abs(shadow / np.linalg.norm(normal) - np.cos(tilt)) < 1e-12

# Neutralised ions: rough pressure, cross section and path length
pressure, cross_section, length = 1e-5, 1e-15, 100.0      # Torr, cm2, cm
gas = pressure * const.torr / (const.k * 300) * 1e-6      # molecules/cm3
neutral = 1 - np.exp(-gas * cross_section * length)
slabs = 100000
survive = np.prod(np.full(slabs, 1 - gas * cross_section * length / slabs))
assert abs(1 - survive - neutral) < 1e-6

# Charge from one crossing of the beam centre, and field in an oxide below
crossing = current / (np.sqrt(2 * np.pi) * sx * 2 * np.pi * centre * spin)
a = np.linspace(-0.4, 0.4, 2001)
direct = current * trapezoid(beam(centre * np.cos(a) - centre,
                                  centre * np.sin(a)), a) / (2 * np.pi * spin)
assert abs(direct / crossing - 1) < 0.01     # arc curvature neglected
oxide_eps, breakdown = 3.9, 10.0             # relative, rough MV/cm
field = crossing / (const.epsilon_0 * 1e-2 * oxide_eps) * 1e-6

# Sputtering: rough yield and rough silicon atomic density
sputter_yield, silicon_density = 2.0, 5e22
recession = sputter_yield * total_dose / silicon_density * 1e7

print(f"As+ current: {current*1e3:.1f} mA; ion rate F: {rate:.4e} 1/s")
print(f"total dose: {total_dose:.2e} cm^-2; passes: {passes}")
print(f"dose per pass D: {dose:.2e} cm^-2")
print(f"wafers: {wafer_count}; wafer diameter: {20*wafer_radius:.0f} mm")
print(f"wafer centre radius: {centre:.1f} cm; overscan: {overscan:.1f} cm")
print(f"wafer edges: {r_in:.1f} and {r_out:.1f} cm from axis")
print(f"scan limits R1, R2: {R1:.1f} and {R2:.1f} cm")
print(f"beam widths sx, sy: {sx:.1f} and {sy:.1f} cm")
print(f"spin rate: {60*spin:.0f} rpm = {spin:.1f} turns/s")
print(f"scan constant k: {k:.2f} cm^2/s")
print(f"swept area: {swept_area:.1f} cm^2")
print(f"time per pass: {pass_time:.3f} s; turns per pass: {spin*pass_time:.1f}")
print(f"total time: {passes*pass_time:.1f} s")
used = wafer_count * wafer_radius**2 * np.pi / swept_area
print(f"share of swept area covered by wafers: {100*used:.1f} %")
print(f"constant comparison speed: {v_const:.3f} cm/s")
for r, row, flat in zip(radii, point_map, const_dose):
    print(f"r = {r:.1f} cm: v = {k/r:.3f} cm/s, dose = {row.mean():.4e},"
          f" at constant speed {flat:.4e} cm^-2")
print(f"constant speed, inner/outer dose: {const_dose[0]/const_dose[-1]:.4f}")
print(f"largest point dose error with v = k/R: {100*worst_point:.4f} %")
print(f"overscan loss, inner edge: {100*edge_loss[0]:.4f} %")
print(f"overscan loss, outer edge: {100*edge_loss[1]:.4f} %")
print(f"small disk, wide beam, largest relative error: {wide_error:.1e}")
print(f"speed ripple test: amplitude {100*ripple:.0f} %, period {period:.1f} cm")
print(f"  dose ripple: direct {100*ripple_seen:.4f} %,"
      f" formula {100*ripple_formula:.4f} %")
print(f"largest advance per turn on wafer: {pitch_max:.3f} cm")
print(f"  spin ripple by formula: {spin_ripple(pitch_max):.1e} (relative)")
print(f"slow spin test: {60*slow_spin:.1f} rpm, advance {2*sx:.1f} cm/turn")
print(f"  ripple: direct {100*slow_seen:.3f} %,"
      f" formula {100*spin_ripple(2*sx):.3f} %")
print(f"centring error: {10*delta:.1f} mm")
print(f"  dose change: inner {100*(shifted[0]-1):.3f} %,"
      f" outer {100*(shifted[1]-1):.3f} %")
print(f"  edge-to-edge difference: {100*(shifted[1]-shifted[0]):.3f} %")
print(f"current drop in one pass: {100*drift:.1f} %")
print(f"  inner minus outer dose: {100*(drifted[0]-drifted[1]):.3f} %")
print(f"wafer tilt: {np.degrees(tilt):.1f} deg;"
      f" uniform dose loss {100*(1-np.cos(tilt)):.3f} %")
print(f"gas (rough): {pressure:.0e} Torr at 300 K, path {length:.0f} cm")
print(f"  density {gas:.2e} cm^-3, cross section {cross_section:.0e} cm^2")
print(f"  neutralised fraction: {100*neutral:.2f} %;"
      f" dose excess if uncorrected: {100*neutral/(1-neutral):.2f} %")
print(f"charge per beam crossing: {crossing*1e6:.3f} uC/cm^2")
print(f"oxide relative permittivity (rough): {oxide_eps:.1f}")
print(f"  field per crossing, no neutralisation: {field:.2f} MV/cm")
print(f"  rough breakdown field: {breakdown:.0f} MV/cm,"
      f" reached after {breakdown/field:.1f} crossings")
print(f"sputter yield (rough): {sputter_yield:.0f} atoms/ion;"
      f" Si density (rough): {silicon_density:.0e} cm^-3")
print(f"  surface recession: {recession:.2f} nm")
print("no test failed")
```

Running it gives:

```
As+ current: 10.0 mA; ion rate F: 6.2415e+16 1/s
total dose: 2.00e+15 cm^-2; passes: 40
dose per pass D: 5.00e+13 cm^-2
wafers: 13; wafer diameter: 200 mm
wafer centre radius: 48.0 cm; overscan: 4.0 cm
wafer edges: 38.0 and 58.0 cm from axis
scan limits R1, R2: 34.0 and 62.0 cm
beam widths sx, sy: 1.0 and 2.0 cm
spin rate: 1200 rpm = 20.0 turns/s
scan constant k: 198.67 cm^2/s
swept area: 8444.6 cm^2
time per pass: 6.765 s; turns per pass: 135.3
total time: 270.6 s
share of swept area covered by wafers: 48.4 %
constant comparison speed: 4.139 cm/s
r = 38.0 cm: v = 5.228 cm/s, dose = 4.9998e+13, at constant speed 6.3243e+13 cm^-2
r = 43.0 cm: v = 4.620 cm/s, dose = 5.0000e+13, at constant speed 5.5875e+13 cm^-2
r = 48.0 cm: v = 4.139 cm/s, dose = 5.0000e+13, at constant speed 5.0044e+13 cm^-2
r = 53.0 cm: v = 3.749 cm/s, dose = 5.0000e+13, at constant speed 4.5315e+13 cm^-2
r = 58.0 cm: v = 3.425 cm/s, dose = 4.9998e+13, at constant speed 4.1403e+13 cm^-2
constant speed, inner/outer dose: 1.5275
largest point dose error with v = k/R: 0.0053 %
overscan loss, inner edge: 0.0037 %
overscan loss, outer edge: 0.0030 %
small disk, wide beam, largest relative error: 4.7e-15
speed ripple test: amplitude 20 %, period 2.0 cm
  dose ripple: direct 0.1419 %, formula 0.1438 %
largest advance per turn on wafer: 0.261 cm
  spin ripple by formula: 7.1e-126 (relative)
slow spin test: 124.2 rpm, advance 2.0 cm/turn
  ripple: direct 1.451 %, formula 1.438 %
centring error: 2.0 mm
  dose change: inner -0.527 %, outer -0.345 %
  edge-to-edge difference: 0.182 %
current drop in one pass: 1.0 %
  inner minus outer dose: 0.714 %
wafer tilt: 5.0 deg; uniform dose loss 0.381 %
gas (rough): 1e-05 Torr at 300 K, path 100 cm
  density 3.22e+11 cm^-3, cross section 1e-15 cm^2
  neutralised fraction: 3.17 %; dose excess if uncorrected: 3.27 %
charge per beam crossing: 0.661 uC/cm^2
oxide relative permittivity (rough): 3.9
  field per crossing, no neutralisation: 1.92 MV/cm
  rough breakdown field: 10 MV/cm, reached after 5.2 crossings
sputter yield (rough): 2 atoms/ion; Si density (rough): 5e+22 cm^-3
  surface recession: 0.80 nm
no test failed
```
